Kirkendall Cells That Grow and Shrink, and Darken's Equation

Before computing the anneal of a diffusion couple one has to decide what the grid is attached to. A grid fixed in the laboratory needs one interdiffusion coefficient, but it does not carry the markers. A grid fixed to the crystal lattice carries them and takes the separate coefficients of the two species, but its cells cannot keep their widths. The choice is free if both grids describe the same motion. The lattice scheme is built here from the failure of fixed cells, and then mapped to the laboratory.

**The fluxes a lattice observer sees**

Let A and B share one substitutional lattice, with the same atomic volume Ω. X is the atomic fraction of A, and A starts on the left. Everything varies along x alone, and vacancies are a negligible fraction of the sites. In a regular solution with mixing parameter ω the chemical potentials, apart from constants, are

μ_A = kT ln X + ω(1−X)²
μ_B = kT ln(1−X) + ωX².

Differentiation gives

dμ_A/dX = kT/X − 2ω(1−X) = (kT/X) Φ
dμ_B/dX = −kT/(1−X) + 2ωX = −[kT/(1−X)] Φ,

with one thermodynamic factor for both species,

Φ = 1 − 2wX(1−X), w = ω/kT.

Each species drifts down its own chemical potential with mobility D*/kT, where D* is its tracer coefficient. This neglects the coupling of the two fluxes through the vacancies, the vacancy wind, which is sized below. The concentrations are X/Ω and (1−X)/Ω, so the fluxes relative to the lattice obey

ΩJ_A = −X (D_A*/kT) ∂μ_A/∂x = −D_A* Φ ∂X/∂x
ΩJ_B = −(1−X)(D_B*/kT) ∂μ_B/∂x = +D_B* Φ ∂X/∂x.

It is convenient to absorb Φ into a weighted composition,

P(X) = ∫₀ˣ Φ(s) ds = X − wX² + 2wX³/3 (upper limit X),

because then Φ ∂X/∂x = ∂P/∂x and

ΩJ_A = −D_A* ∂P/∂x, ΩJ_B = +D_B* ∂P/∂x.

The fluxes are opposite but unequal in size if D_A* ≠ D_B*.

**What goes wrong in cells of fixed width**

The example takes D_A* = 0.20 µm²/s, D_B* = 0.10 µm²/s, ω = −0.16 eV and T = 1173 K. Hence kT = 0.1011 eV, w = −1.583, and P(1) − P(0) = 1 − w/3 = 1.528. Put pure A and pure B in adjoining cells 8 µm wide and take one time step of 17.86 s. The centres are 8 µm apart, so the amounts crossing the wall, expressed as thicknesses of material, are

A to the right: 0.20 × 1.528/8 × 17.86 = 0.682 µm
B to the left: 0.10 × 1.528/8 × 17.86 = 0.341 µm.

The left cell now holds 8 − 0.682 + 0.341 = 7.659 µm of material, and the right cell holds 8.341 µm. With fixed widths, 4.3 % of the sites on the left would be empty, while the right cell would hold more atoms than sites. The equilibrium vacancy fraction, for a rough formation energy of 1.0 eV, is about 5×10⁻⁵.

Rescaling the contents of each cell to fill 8 µm does not help. It adds 0.341 µm of material to a cell that is mostly A and removes as much from one that is mostly B, so neither species is conserved.

The physical remedy is that vacancies arriving on the left are absorbed at dislocations and boundaries, where lattice planes disappear, while new planes form on the right. If this happens locally and quickly, a cell is as wide as the atoms it holds require. The left cell becomes 7.659 µm wide and the right one 8.341 µm.

**The scheme**

For each cell store a and b, the numbers of A and B atoms per unit area multiplied by Ω. Both are lengths, and

h = a + b, X = a/h.

One step consists of four operations:

1. Compute h, X and P in every cell.
2. At each wall between cells L and R, set ∂P/∂x = (P_R − P_L)/[(h_L + h_R)/2].
3. If the tracer coefficients depend on composition, evaluate them at X_wall = (h_R X_L + h_L X_R)/(h_L + h_R), the linear interpolation between cell centres.
4. Move the amounts ΩJ_A dt and ΩJ_B dt across the wall. The outer walls are sealed.

What leaves one cell enters its neighbour, so both species are conserved. Wall positions in the laboratory follow by adding widths from the sealed left end:

x_wall = x_end + sum of all h to the left of the wall.

The time step used here is dt = 0.1 h₀²/[D_A* Φ(0.5)], with h₀ the initial width. It suits ω < 0 and A as the faster species, because Φ then peaks at X = 1/2. For ω > 0, Φ is largest at the pure ends, where it equals 1, and this value must replace Φ(0.5). For an explicit step with locally frozen coefficients, a cell keeps a non-negative weight on its own old value if D dt/h² ≤ 1/2. In the example cells shrink to about 0.70 h₀, which raises this number to at most about 0.1/0.49 = 0.20.

**From moving walls to Darken's equation**

The width of a cell changes at the rate

dh/dt = Ω(J_A + J_B) at its left wall − Ω(J_A + J_B) at its right wall.

Summed from the sealed end, the inner walls cancel in pairs and the last one remains. Its velocity is therefore

v = −Ω(J_A + J_B) = (D_A* − D_B*) ∂P/∂x.

Here X falls to the right and Φ > 0, so ∂P/∂x < 0. With A the faster species, v < 0: the lattice moves toward the A side, which is losing atoms.

Now take a slice between two neighbouring walls x₁ and x₂. Its content of A changes by the lattice-frame fluxes alone:

d/dt ∫X dx = ΩJ_A(x₁) − ΩJ_A(x₂).

The limits of the integral move with the walls, so the left side is also

∫(∂X/∂t) dx + X(x₂)v(x₂) − X(x₁)v(x₁).

Equating the two and letting the slice become thin gives

∂X/∂t = −∂/∂x (ΩJ_A + Xv).

The bracket is the flux past a fixed laboratory point, diffusion plus carriage by the lattice:

ΩJ_A + Xv = −D_A* ∂P/∂x + X(D_A* − D_B*) ∂P/∂x
= −[(1−X)D_A* + X D_B*] ∂P/∂x.

Since ∂P/∂x = Φ ∂X/∂x, this is Darken's equation,

∂X/∂t = ∂/∂x (D̃ ∂X/∂x), D̃ = [(1−X)D_A* + X D_B*] Φ.

The crossed weights come from the term Xv. The same sum for B, ΩJ_B + (1−X)v, equals +[(1−X)D_A* + X D_B*] ∂P/∂x. The two laboratory fluxes cancel, and the couple keeps its length. None of this required constant tracer coefficients.

Two limits show what the weights mean. For X → 0, D̃ → D_A*, and for X → 1, D̃ → D_B*: the dilute species sets the rate. If D_A* = D_B*, the walls stand still and fixed cells are adequate. The equation is a forward diffusion equation if Φ > 0 throughout. For w > 2, Φ is negative around X = 1/2, and the scheme has no well-posed limit there.

**An independent solution for the step couple**

While the ends are not reached, a sharp initial step has no length of its own. Try X = X(η) with η = x/√t. Then ∂X/∂t = −(η/2t)X′ and ∂/∂x = (1/√t) d/dη, so Darken's equation becomes

(D̃X′)′ = −(η/2)X′, X(−∞) = 1, X(+∞) = 0.

This boundary-value problem contains no cells. It also gives the markers, since v = V(η)/√t with V = (D_A* − D_B*)P′. For a marker at x = η√t, the condition dx/dt = V/√t reads

√t dη/dt + η/(2√t) = V/√t, or t dη/dt = V − η/2.

The original interface starts at x = 0 and stays at constant η, so

η_K = 2V(η_K), x_K = η_K √t.

The solution is η_K = −0.1889 µm/s^½. After 10 h, √t = 189.7 s^½ and x_K = −35.8 µm. The marker velocity at that time is x_K/(2t) = −1.79 µm/h.

The lattice run, with 2 µm cells and sealed ends at ±800 µm, puts this marker within 0.001 µm of the Darken value. Markers starting at −80 and +80 µm end at −95.4 and +66.4 µm by either road, again agreeing within about 0.001 µm. The composition profiles differ by at most 8×10⁻⁶ in X. Interchanging the weights in D̃ would give a difference of 0.05, so the comparison does distinguish the two forms.

The profile is not symmetric. At −300 µm the fraction of B is 0.0010, while at +300 µm the fraction of A is 0.0107. The profile reaches further into B because D̃ tends to 0.20 µm²/s there and to 0.10 µm²/s in A.

**How wide the cells become**

If r = D_B*/D_A* is constant, then J_B = −rJ_A at every wall. Whenever a cell gains an amount δa, it loses r δa of B, so b + ra is conserved in each cell. With a = hX and b = h(1−X),

h(1 − X + rX) = its initial value.

A cell that began as pure A has the initial value rh₀, and one that began as pure B has h₀. Write m = (1−X)D_A* + X D_B*, which equals D_A*(1 − X + rX). Then

h/h₀ = D_B*/m on the A side, h/h₀ = D_A*/m on the B side.

At the interface marker X_K = 0.572, hence m = 0.428 × 0.20 + 0.572 × 0.10 = 0.1428 µm²/s. The stretches there are 0.700 and 1.401. Neighbouring cells that began equal thus differ in width by the factor D_A*/D_B* = 2, however fine the grid.

The run gives 0.7015 and 1.3972. These values belong to cell centres, not to the wall. The left centre is slightly richer in A, which lowers m and raises D_B*/m, while the right centre is poorer in A, which lowers D_A*/m. Both small differences have the expected sign.

Such a jump in width could spoil the two-point gradient. Expanding P about the wall to the two centres, at distances h_L/2 and h_R/2, gives

(P_R − P_L)/[(h_L + h_R)/2] = P_x + (h_R − h_L)P_xx/4 + smaller terms.

For unequal cells the error is of first order in h unless P_xx vanishes. It does vanish at the interface marker when both tracer coefficients are constant. To see this, write the similarity equation as (mP′)′ = −(η/2)X′ and use m′ = −(D_A* − D_B*)X′:

mP″ = −(η/2)X′ + (D_A* − D_B*)X′P′ = X′(V − η/2).

The right side is zero at η_K = 2V. The cancellation belongs to P and not to X, since X″ need not vanish there. It concerns the formal order and does not by itself decide which difference has the smaller error on a given grid. If a tracer coefficient varies with composition, P_xx need not vanish at this wall either, and for a sharp step the convergence of the marker position can fall toward first order. Away from this wall h is a smooth function of X on each side, so neighbouring widths differ by a higher order in h.

The measured convergence agrees with second order. Going from 8 to 4 to 2 µm cells, with dt proportional to h₀², the largest composition error falls from 1.3×10⁻⁴ to 3.2×10⁻⁵ to 7.6×10⁻⁶, a factor of about 4.2 each time. The marker error falls by similar factors.

The same identity has a physical content. Because V = (D_A* − D_B*)P′, its derivative also vanishes at η_K: with constant tracer coefficients, the original interface sits where the lattice velocity is extremal. If the coefficients vary with composition, the two places generally differ. The computed profile has its fastest marker at η = −0.189 µm/s^½, in agreement with η_K.

The width law also shows where the scheme becomes awkward. As r → 0, with B nearly immobile, the cells on the A side of the marker shrink toward zero width. X_K tends to 1 at the same time, so the stretch beside the marker falls only about as √r: it is 0.29, 0.078 and 0.022 for r = 0.1, 0.01 and 0.001. The local D̃ falls too, so the allowed explicit step h²/(2D̃) shrinks about in proportion to h and not to h². For very small r such cells have to be merged or the step made implicit.

**A couple without a similarity solution**

A second case removes both the sharp step and the constant ratio. A couple 200 µm long, with sealed ends, starts from

X = 0.5 + 0.3 cos(πs) + 0.15 cos(2πs), s = x/(200 µm),

and is annealed for 5 h with D_B* = 0.10 × 1.6^(1−X) µm²/s. Darken's equation was solved separately on a fixed laboratory grid of 320 cells. The mapped lattice result differs from it by at most 2.5×10⁻⁵ in X with 40 cells and 5.7×10⁻⁶ with 80. The agreement therefore does not rest on parabolic growth or on a constant D_B*/D_A*.

The closed width law does need the constant ratio. With this varying D_B* in the step couple, b + ra, formed with r = 0.5, drifts by up to 0.22 of the initial cell width. The cells must then be followed numerically.

**How far the numbers can be trusted for silver and gold**

The parameters are rough values in the regime of a silver (A) and gold (B) couple. In SI units the tracer coefficients are 2×10⁻¹³ and 1×10⁻¹³ m²/s. The pair suits the model because the metals mix fully and their atomic volumes nearly agree. The temperature is high, roughly 60 K below the melting point of silver. Three assumptions were changed, each alone, at the same temperature and time, with 4 µm cells. Among these three, the value of gold's tracer coefficient near the marker and the absence of a vacancy wind matter most:

- If gold's tracer coefficient keeps the value 0.10 µm²/s in pure silver and rises by a factor 1.6 toward pure gold, the marker moves 25.8 µm instead of 35.8 µm, which is 28 % less. Nearly all of this comes from the higher value near the marker and not from the variation as such. A constant 0.122 µm²/s gives 26.6 µm. The same factor 1.6 gives 35.5 µm if the value 0.10 µm²/s is placed at X = 0.57, and 47.0 µm, 31 % more, if it is placed in pure gold.
- Manning's random-alloy theory, quoted here and not derived, multiplies the lattice velocity for a given profile by 1/f = 1.28, where f = 0.7815 is the fcc correlation factor. With its corrected fluxes the marker moves 45.0 µm, which is 26 % more.
- An atomic volume of gold 0.6 % below that of silver, the difference at room temperature, changes the shift by 0.9 %. Silver expands more than gold on heating, so at 1173 K the difference is larger, roughly 2 %, and the change in the shift grows about in proportion, to some 3 %.

Whether the first change offsets the vacancy wind or adds to it depends on the composition at which the value 0.10 µm²/s is placed, and their combined effect is not known from these figures. The rough inputs add to this: the lattice velocity contains the difference D_A* − D_B*, so an error of 10 % in D_A* alone changes that difference by 20 %. The marker shift of 36 µm is thus a model value, which the vacancy wind, or a rise of some 22 % in D_B* near the marker, alters by about a quarter. The profile is less sensitive: the largest change of X in these three runs is 0.013, and it is 0.027 if the value 0.10 µm²/s is placed in pure gold. A furnace error of +5 K, with a rough activation energy of 1.9 eV for both species, raises the coefficients by 8 % and the shift, which scales as √D, by 4 %.

The assumption of local vacancy equilibrium can be sized too. Let g be the magnitude of the lattice strain rate ∂v/∂x, and let ideal planar sinks stand a distance L apart. Between them the relative excess s of vacancies obeys D s″ = −g in steady state, where D is the vacancy diffusivity times the equilibrium vacancy fraction. With s = 0 at both sinks,

s = g z(L−z)/(2D), with the maximum gL²/(8D) at z = L/2.

Taking the smaller tracer coefficient for D gives a cautious estimate. At 10 h the largest strain rate is 3.5×10⁻⁶ s⁻¹, and L = 10 µm gives s = 3.5×10⁻⁶ × 100/(8 × 0.10) = 4×10⁻⁴. In the similarity regime g falls as 1/t, so the formula reaches s = 1 at about 36000 × 4.4×10⁻⁴ ≈ 16 s. At that time about three quarters of the composition change lies within some 6 µm, less than L, so g is not uniform between the sinks and the figure gives only an order of magnitude. Local equilibrium is thus a poor assumption for the first tens of seconds and a good one for most of the anneal, provided the sinks are this dense and work ideally. If they do not, vacancies may collect as pores on the silver side, and the cell widths no longer follow from the atoms they hold. Strain across the couple and transport along grain boundaries are also outside the model and have not been sized. The numerical output lists the inputs and the main results.

Computed values

```
temperature 1173 K, kT 0.10108 eV
omega -0.16 eV, w = omega/kT -1.5829, Phi(0.5) 1.7914
D_A* 0.20 um^2/s, D_B* 0.10 um^2/s
D_A* 2.0e-13 m^2/s, D_B* 1.0e-13 m^2/s
anneal 36000 s = 10 h, half length 800 um
Dtilde at X=0, 0.5, 1: 0.200, 0.2687, 0.100 um^2/s
first step: cell width 8 um, steps in run 2016, dt 17.8571 s
first step: P(1)-P(0) 1.5276
first step: A moved right 0.6820 um, B moved left 0.3410 um
first step: new widths left 7.6590, right 8.3410 um
lab position (um), X lattice run (2 um cells), X Darken:
   -300  0.99897  0.99897
   -150  0.87737  0.87737
      0  0.47375  0.47375
    150  0.13915  0.13915
    300  0.01069  0.01069
initial cell width (um), largest X error, interface marker error (um):
  8  1.34e-04  1.31e-02
  4  3.20e-05  3.10e-03
  2  7.62e-06  7.31e-04
largest X difference with interchanged weights 0.0525
eta_K -0.18887 um/s^0.5, X_K 0.57245
eta of fastest marker -0.189 um/s^0.5
interface marker: lattice -35.834 um, Darken -35.835 um
interface marker velocity at end -1.7917 um/h
marker from -80 um: lattice -95.375 um, Darken -95.376 um
marker from 80 um: lattice 66.412 um, Darken 66.411 um
stretch left of marker: run 0.7015, formula 0.7005
stretch right of marker: run 1.3972, formula 1.4010
drift of (b + r a)/h0: constant ratio 3.2e-14, varying 0.2234
finite couple: length 200 um, time 5 h, D_B* rise 1.6
finite couple X error: 40 cells 2.51e-05, 80 cells 5.73e-06
finite couple error ratio 4.381
fcc correlation factor 0.7815, velocity factor 1/f 1.2796
rough volume ratio B/A 0.994; base marker (4 um cells) -35.832 um
vacancy wind: marker -44.997 um (+25.58 %), largest X change 0.00453
varying D_B: marker -25.819 um (-27.94 %), largest X change 0.01277
unequal volume: marker -36.151 um (+0.89 %), largest X change 0.00136
largest strain rate at end 3.54e-06 1/s, sink spacing 10 um
relative vacancy supersaturation at end 4.42e-04
vacancy energy 1.0 eV (rough), equilibrium fraction 5.1e-05
furnace error 5 K, activation 1.9 eV (rough): D +8.3 %, marker +4.1 %
rough melting point of A 1235 K, margin 62 K
```
